# Bias of a correlated sample variance and reliability of blocked error bars, part 2

How far can an error bar computed from blocks of a correlated series be trusted? The series \(x_i\) is stationary, with mean \(\mu\), variance \(\sigma^2\) and autocorrelation \(\rho_t\); \(\mathrm{E}\) averages over imagined repetitions of the whole run. The finite-length inefficiency is
\[
g_M=1+2\sum_{t=1}^{M-1}\Big(1-\frac tM\Big)\rho_t ,
\]
with long-series limit \(g\). For \(\rho_t=q^t\), Lemma 2 gives \(g_M=g-C(1-q^M)/M\) with \(C=2q/(1-q)^2\).

**Lemma 1.** \(\mathrm{Var}(\bar x)=\sigma^2 g_M/M\), where \(\bar x\) is the mean of \(M\) successive values.

**Theorem, part (A).** The sample variance \(S^2\) with divisor \(M\) obeys
\[
\mathrm{E}[S^2]=\sigma^2\Big(1-\frac{g_M}{M}\Big).
\]

A run of \(N=nL\) values is cut into \(n\) blocks of length \(L\), with means \(B_k\) of variance \(v_L=\sigma^2g_L/L\) and average \(\bar B\). With \(s_B^2=\sum_k(B_k-\bar B)^2/(n-1)\), the error bar is \(\varepsilon=s_B/\sqrt n\). The true error \(\varepsilon_0\) satisfies \(\varepsilon_0^2=\sigma^2g_N/N\).

**Lemma 3.**
\[
\frac{\mathrm{E}[\varepsilon^2]}{\varepsilon_0^2}=\frac{n\,g_L/g_N-1}{n-1}.
\]
For geometric correlations and long blocks this is \(1-C/(g_NL)\), a deficit when \(q>0\). The naive error bar is the case \(L=1\).

**Theorem, part (B)**, still to be proved. For independent Gaussian block means with common mean \(\mu\) and variance \(v\), \(\varepsilon_0=\sqrt{v/n}\) and
\[
\frac{\text{standard deviation of }\varepsilon}{\varepsilon_0}=\frac{1}{\sqrt{2(n-1)}}\Big[1+O\Big(\frac1n\Big)\Big].
\]

The example is variational Monte Carlo for the harmonic oscillator with \(\hbar=m=\omega=1\), energies in units of \(\hbar\omega\), and trial function \(e^{-ax^2/2}\), \(a=0.8\). Here \(x\) is the position, and the series consists of the local energy
\[
E_L=\frac a2+\frac{1-a^2}{2}x^2 .
\]
Positions \(t\) steps apart are Gaussian with correlation \(\varphi^t\), \(\varphi=0.81873\); the local energy has \(\rho_t=q^t\), \(q=\varphi^2=0.67032\). Also \(\mu=0.5125\), \(\sigma=0.1591\), \(g=5.0665\) and \(C=12.33\). The simulation has 4000 independent walkers of \(N=20000\) steps each.

### Lemma 4: the scatter of the squared error bar

From here on the blocks are taken as independent. This is an idealization. The mean of two adjacent blocks has variance \(v_L(1+r)/2\), where \(r\) is their correlation coefficient. By Lemma 1 it also has variance \(\sigma^2g_{2L}/(2L)\), so \(r=g_{2L}/g_L-1\). For geometric correlations and long blocks this is about \(C/(2gL)\), which is 0.0012 for \(L=1000\) in the example. A small \(r\) does not by itself prove independence, but it is a necessary sign of it.

**Lemma 4.** Let the \(B_k\) be independent and identically distributed with variance \(v\), finite fourth moment and excess kurtosis \(\kappa=\mathrm{E}[(B_k-\mu)^4]/v^2-3\). Then
\[
\mathrm{E}[s_B^2]=v,\qquad \frac{\mathrm{Var}(s_B^2)}{v^2}=\frac{2}{n-1}+\frac{\kappa}{n}.
\]

*Proof.* Let \(y_k=B_k-\mu\), which has mean zero. A shift does not alter \(s_B^2\), so \((n-1)s_B^2=\sum_ky_k^2-n\bar y^2\). The last term is
\[
n\bar y^2=\frac1n\Big(\sum_ky_k^2+\sum_{k\ne l}y_ky_l\Big).
\]
The coefficient of \(\sum_ky_k^2\) in \(s_B^2\) is therefore \((1-1/n)/(n-1)=1/n\), and
\[
s_B^2=P-R,\qquad P=\frac1n\sum_ky_k^2,\qquad R=\frac{1}{n(n-1)}\sum_{k\ne l}y_ky_l .
\]
Independence gives \(\mathrm{E}[P]=v\) and \(\mathrm{E}[R]=0\), which proves the first claim.

The covariance of \(P\) and \(R\) is a sum of terms \(\mathrm{E}[y_j^2y_ky_l]\) with \(k\ne l\). At least one of \(k\) and \(l\) differs from \(j\), so that factor stands alone and averages to zero. The two parts are uncorrelated, and their variances add.

For \(P\), an average of \(n\) independent terms,
\[
\mathrm{Var}(P)=\frac{\mathrm{E}[y^4]-v^2}{n}=\frac{(3+\kappa)v^2-v^2}{n}=\frac{(2+\kappa)v^2}{n}.
\]
For \(R\), a product \(y_ky_ly_iy_j\) with \(k\ne l\) and \(i\ne j\) has a nonzero average only if the pair \((i,j)\) equals \((k,l)\) or \((l,k)\). There are \(n(n-1)\) ordered pairs \((k,l)\) and two choices for each, and every surviving term equals \(v^2\). Hence
\[
\mathrm{Var}(R)=\frac{2n(n-1)v^2}{n^2(n-1)^2}=\frac{2v^2}{n(n-1)}.
\]
The sum, divided by \(v^2\), is
\[
\frac{\kappa}{n}+\frac2n+\frac{2}{n(n-1)}=\frac{\kappa}{n}+\frac{2(n-1)+2}{n(n-1)}=\frac{\kappa}{n}+\frac{2}{n-1}. \qquad\square
\]

### From the square to the error bar

The error bar contains \(s_B\), not its square. Let \(\delta=s_B^2/v-1\), a quantity of mean zero, and \(u=s_B/\sqrt v=\sqrt{1+\delta}\). Because \(\varepsilon/\varepsilon_0=u\), the relative uncertainty sought is the standard deviation of \(u\). From \(\delta=u^2-1=(u-1)(u+1)\),
\[
\frac\delta2-(u-1)=(u-1)\Big[\frac{u+1}{2}-1\Big]=\frac{(u-1)^2}{2}=\frac{\delta^2}{2(u+1)^2}.
\]
Since \(u\ge0\), the right-hand side lies between 0 and \(\delta^2/2\). To leading order \(u=1+\delta/2\): a relative change of a square is twice that of its root. Lemma 4 then gives
\[
\frac{\text{standard deviation of }\varepsilon}{\varepsilon_0}\simeq\frac12\sqrt{\frac{2}{n-1}+\frac\kappa n}.
\]
For Gaussian blocks \(\kappa=0\), and the right-hand side is \(\tfrac12\sqrt{2/(n-1)}=1/\sqrt{2(n-1)}\).

The neglected term is of order \(\delta^2\), that is, of order \(1/n\), while the result is of order \(1/\sqrt n\) for any fixed \(\kappa>-2\). This estimate requires \(\mathrm{E}[\delta^4]\) to be of order \(1/n^2\), for which a finite eighth moment of the block means suffices. For Gaussian blocks the size of the correction can be found directly, and this completes the theorem.

### Proof of part (B)

Let \(z_k=(B_k-\mu)/\sqrt v\), which are independent unit normals. Their joint density depends only on \(\sum_kz_k^2\), so it is unchanged by a rotation of the axes. Choose new axes with the first along \((1,1,\dots,1)/\sqrt n\), and call the new coordinates \(w_k\). They are again independent unit normals, and \(w_1=\sqrt n\,\bar z\). Lengths are preserved, so
\[
\frac{(n-1)s_B^2}{v}=\sum_{k=1}^nz_k^2-n\bar z^2=\sum_{k=2}^nw_k^2 .
\]
The estimated mean uses up one direction, and \(m=n-1\) directions remain. This is the origin of \(n-1\) in the result.

Let \(\ell\) be the length of the vector \((w_2,\dots,w_n)\), so that \(u=\ell/\sqrt m\). In \(m\) dimensions the density of \(\ell\) is proportional to \(\ell^{m-1}e^{-\ell^2/2}\). The substitution \(h=\ell^2/2\) gives
\[
\int_0^\infty \ell^pe^{-\ell^2/2}\,d\ell=2^{(p-1)/2}\,\Gamma\Big(\frac{p+1}{2}\Big).
\]
The mean of \(\ell\) is the ratio of this integral at \(p=m\) to that at \(p=m-1\), and therefore
\[
c_m\equiv\mathrm{E}[u]=\sqrt{\frac2m}\;\frac{\Gamma((m+1)/2)}{\Gamma(m/2)} .
\]
Since \(\mathrm{E}[u^2]=1\), the standard deviation of \(u\) is \(\sqrt{1-c_m^2}\) for every \(n\ge2\).

For large \(m\), Stirling's series shows that \(c_m^2\) has an expansion \(1+\alpha/m+\beta/m^2+\dots\). Its coefficients follow from a product in which one gamma function cancels:
\[
c_m^2c_{m+1}^2=\frac{4}{m(m+1)}\left[\frac{\Gamma(m/2+1)}{\Gamma(m/2)}\right]^2=\frac{4}{m(m+1)}\,\frac{m^2}{4}=\frac{m}{m+1}=1-\frac1m+\frac1{m^2}-\dots
\]
With \(1/(m+1)=1/m-1/m^2+\dots\), the left-hand side is
\[
1+\frac{2\alpha}{m}+\frac{2\beta-\alpha+\alpha^2}{m^2}+\dots
\]
Comparison gives \(\alpha=-\tfrac12\), and then \(2\beta+\tfrac12+\tfrac14=1\), so \(\beta=\tfrac18\). Hence
\[
\sqrt{1-c_m^2}=\sqrt{\frac{1}{2m}\Big(1-\frac{1}{4m}+\dots\Big)}=\frac{1}{\sqrt{2m}}\Big(1-\frac{1}{8m}+\dots\Big).
\]
With \(m=n-1\) this is part (B). \(\square\)

From five blocks on, the correction is below 4 per cent; for two blocks it is still large, with 0.603 from the gamma functions and 0.707 from the rule. For \(n=5\) the gamma functions give 0.341 and the rule gives 0.354; for \(n=20\) the values are 0.161 and 0.162. If the scatter is taken relative to the average error bar \(c_m\varepsilon_0\) instead of the true error, it is larger by \(1/c_m=1+1/(4m)+\dots\), which leaves the leading order unchanged.

The rule can be solved for the number of blocks. A relative uncertainty \(f\) needs \(n=1+1/(2f^2)\): 51 blocks for 10 per cent and 201 for 5 per cent. Halving the uncertainty of an error bar takes about four times as many blocks. With a few hundred blocks or fewer the error bar is uncertain by several per cent or more, so the data then support at most two of its digits.

### Blocks that are not quite Gaussian

The local energy of the oscillator is a constant plus a multiple of \(x^2\), so its distribution is strongly skewed. Averaging over a block reduces this but does not remove it. The remaining kurtosis can be calculated. The \(L\) positions in a block are jointly Gaussian with correlation matrix \(C_{ij}=\varphi^{|i-j|}\). Along the eigenvectors of this matrix the positions become independent, and \(\sum_tx_t^2\) is proportional to \(\sum_k\lambda_kz_k^2\), where \(\lambda_k\) are the eigenvalues and \(z_k\) are unit normals.

Cumulants of independent terms add; the second cumulant is the variance, and the fourth divided by the squared variance is the excess kurtosis. For one squared normal,
\[
\ln\mathrm{E}[e^{hz^2}]=-\tfrac12\ln(1-2h)=h+h^2+\tfrac43h^3+2h^4+\dots
\]
The \(j\)th cumulant is \(j!\) times the coefficient of \(h^j\), so the second is 2 and the fourth is 48. A factor \(\lambda_k\) multiplies them by \(\lambda_k^2\) and \(\lambda_k^4\). Therefore
\[
\kappa=\frac{48\sum_k\lambda_k^4}{\big(2\sum_k\lambda_k^2\big)^2}=\frac{12\sum_k\lambda_k^4}{\big(\sum_k\lambda_k^2\big)^2}.
\]
Numerical diagonalization gives \(\kappa=0.733\) for \(L=200\) and \(\kappa=0.148\) for \(L=1000\).

For 100 blocks of 200 steps the predicted scatter is
\[
\frac12\sqrt{\frac{2}{99}+\frac{0.733}{100}}=0.083,
\]
while the Gaussian rule gives 0.071. The error bars of the 4000 walkers scattered by 0.083 of the true error, so here the kurtosis term is needed.

For 20 blocks of 1000 steps the formula with kurtosis gives 0.168, the Gaussian rule gives 0.162, and the walkers gave 0.164. A standard deviation estimated from 4000 walkers is itself uncertain by about \(1/\sqrt{2\times3999}\), or 1.1 per cent, if the rule is applied to it as a rough guide. That is 0.002 here, and the measured value lies about two such units below the first prediction and about one above the second. Both predictions are also leading-order results, and at \(n=20\) the neglected terms matter on this scale: for Gaussian blocks the exact value is 0.161 rather than 0.162. This comparison therefore does not separate the two predictions clearly.

The kurtosis term has a simple dependence on the length of the run. If \(p\) independent blocks are joined into one, the fourth cumulant of their sum grows by \(p\) and the squared variance by \(p^2\), so \(\kappa\) falls by \(p\). The number of blocks falls by the same factor, and \(\kappa/n\) stays fixed. In the example it is 0.0073 for \(L=200\) and 0.0074 for \(L=1000\). Once blocks are nearly independent, a different block length cannot reduce this part of the scatter; a longer run can.

### One run, and the choice of block length

The first of the 4000 walkers shows what a single run provides. Its mean energy was 0.5168. The naive error bar, with \(L=1\), was 0.0012. Twenty blocks of 1000 steps gave
\[
\varepsilon=0.0025\pm0.0004,
\]
where the second number is \(0.1622\,\varepsilon\), from the Gaussian rule. The true error is \(\varepsilon_0=\sigma\sqrt{g_N/N}=0.1591\sqrt{5.066/20000}=0.0025\).

The run mean lies 0.0043 above \(\mu=0.5125\). That is 3.7 naive error bars, which would suggest a fault in the calculation, but 1.7 blocked error bars, which is an ordinary fluctuation.

At fixed \(N\), long blocks reduce the systematic deficit of Lemma 3 but leave fewer of them, and the error bar becomes less steady. In this example, the root-mean-square error bar from blocks of 200 steps is 0.6 per cent too small, and the scatter is 8 per cent. Blocks of 1000 steps remove most of that deficit but double the scatter to 16 per cent. Scatter also places the plain average of \(\varepsilon\) below its root mean square, since \(\mathrm{E}[\varepsilon]^2=\mathrm{E}[\varepsilon^2]-\mathrm{Var}(\varepsilon)\). This further lowering is about 0.3 per cent for the shorter blocks and about 1 per cent for the longer ones. Judged by the root-mean-square deviation of \(\varepsilon\) from \(\varepsilon_0\), about 8 against 16 per cent, the shorter blocks are the better of these two choices. Blocks of 50 steps do better still by this measure, about 6 per cent, at the price of a 2.5 per cent deficit. In a run with unknown \(g\), one can increase \(L\) until \(\varepsilon\) no longer changes within its own uncertainty. Such a plateau is a useful sign but not a proof, because a weak and slow correlation can raise \(\varepsilon\) so gradually that its scatter hides the growth. The opposite mistake is also possible: with 20 blocks, a change of 10 per cent between two block lengths need not signify a remaining correlation.

### Where the result fails

A run that still drifts towards equilibrium is not stationary, and neither part of the theorem applies to it. A run shorter than the slowest correlation time may look stationary while its blocks all share the same displacement. Part (A) applied to the blocks shows that such a shared displacement is invisible to \(s_B\).

Heavy tails affect part (B) even where part (A) holds. For the hydrogen atom, in atomic units, with trial function \(e^{-\alpha r}\) and \(\alpha\ne1\), the local energy is
\[
E_L=-\frac12\Big(\alpha^2-\frac{2\alpha}{r}\Big)-\frac1r=-\frac{\alpha^2}{2}+\frac{\alpha-1}{r}.
\]
Near the nucleus the variance involves \(\int r^{-2}r^2\,dr\), which is finite, but the fourth moment involves \(\int r^{-4}r^2\,dr\), which diverges. Averaging over a block does not make this moment finite, because the terms \(1/r\) are all positive and cannot cancel. Then \(\kappa\) is infinite and Lemma 4 gives no finite variance for \(s_B^2\). The error bar itself still has a finite scatter, since \(\mathrm{E}[s_B^2]\) is finite, but the expansion that led to \(1/\sqrt{2(n-1)}\) is no longer justified. Longer blocks still reduce the scatter. The variance is finite, so for independent samples the central limit theorem brings the scatter to the Gaussian value as \(L\) grows at fixed \(n\), but the approach is slow. For 20 blocks of independently sampled \(1/r\) the relative scatter is roughly 0.6 for \(L=1\), 0.4 for \(L=10\) and still above 0.2 for \(L=100\), against 0.161 for Gaussian blocks. At \(\alpha=1\) the divergent term vanishes, because the trial function then has the correct cusp at the nucleus.
